Quantum capacitance of neutral graphene at finite temperature

Problem

A graphene electrode in an electrolyte is held at constant potential at its neutral point. Its two bands touch at the Dirac points, where they form cones

E = ±ħv|k|

with k measured from the Dirac point and E from the touching energy. Treat the electrons as independent, the sheet as uniform and free of a gap, and the velocity v as a constant that depends neither on temperature nor on charge. There are two spin directions and two inequivalent Dirac points (valleys).

Let μ be the electron chemical potential measured from the Dirac energy, and let e > 0 be the elementary charge. Define U = −μ/e, the part of the electrode potential that fills or empties the bands. With σ the sheet charge per unit area, the quantum capacitance per unit area is

C_q = dσ/dU at fixed temperature T.

(a) Find C_q at neutrality and say how it depends on T. (b) Evaluate it for v = 10⁶ m/s and T = 300 K. (c) The interface between sheet and electrolyte has a capacitance C_H of roughly 20 μF/cm². What capacitance does the whole electrode show at neutrality?

A tempting solution

Begin with the density of states. The states of one spin and one valley with |k| < κ number πκ²/(2π)² = κ²/(4π) per unit area. Two spins and two valleys multiply this by four, which gives κ²/π. Since κ = |E|/(ħv), the number of states between the Dirac point and energy E in one band is E²/(π(ħv)²). Its derivative with respect to |E| is the density of states,

g(E) = D|E|, D = 2/(π(ħv)²).

Now raise the chemical potential by dμ. The levels between μ and μ + dμ fill up, so the electron density grows by g(μ)dμ. Each electron carries charge −e, and dμ = −e dU, so the two minus signs cancel and

C_q = e²g(μ) = e²D|μ|.

At neutrality μ = 0, and therefore C_q = 0 at every temperature. A vanishing capacitance in series with C_H makes the whole electrode capacitance vanish too.

Where it fails

The density of states is right, and so are the signs. The fault lies in the sentence about levels filling up between μ and μ + dμ. It treats the occupation as a sharp step. At temperature T the occupation is

f(E − μ), with f(x) = 1/(e^{x/k_BT} + 1),

and a shift of μ changes the occupation of all levels within a few k_BT of μ. The change at energy E is (∂f/∂μ)dμ = (−∂f/∂E)dμ, so the correct response is

C_q = e² ∫ g(E)(−∂f/∂E) dE,

with the integral over both bands. The weight −∂f/∂E is positive, has unit area and is a few k_BT wide. It may be replaced by a spike at μ if g is nearly constant, or nearly a straight line, across that width. At the Dirac point g has a corner: it is zero at one energy and rises on both sides. The spike samples the one energy at which there are no states, whereas the true weight samples the states around it.

One might try to mend the result by evaluating g at a typical thermal energy, E = k_BT. That gives e²Dk_BT, which has the right power of T, but its coefficient is a guess. The integral has to be done.

The right solution

Count electrons in the upper band and holes in the lower one. The electron density is

n = D∫₀^∞ E f(E − μ) dE.

A hole is an empty state of the lower band, so

p = D∫_{−∞}^0 |E| [1 − f(E − μ)] dE.

Put E = −ε. The Fermi function obeys 1 − f(−y) = f(y), because 1 − 1/(e^{−y/k_BT} + 1) = 1/(e^{y/k_BT} + 1). With y = ε + μ this turns the hole density into D∫₀^∞ ε f(ε + μ) dε. Renaming ε as E,

n − p = D∫₀^∞ E [f(E − μ) − f(E + μ)] dE.

Reversing the sign of μ reverses the sign of n − p. Hence n = p at μ = 0 for every temperature in this model: heating creates electrons and holes in equal numbers and does not move the neutral point.

The sheet charge is σ = −e(n − p), and dμ/dU = −e, so

C_q = (dσ/dμ)(dμ/dU) = e² d(n − p)/dμ.

Differentiate under the integral. In the first term ∂f(E − μ)/∂μ = −∂f(E − μ)/∂E. In the second, −∂f(E + μ)/∂μ = −∂f(E + μ)/∂E. Both terms thus enter with the same sign:

d(n − p)/dμ = −D∫₀^∞ E ∂/∂E [f(E − μ) + f(E + μ)] dE.

The first term is the gain of electrons and the second the loss of holes. Both make the sheet more negative when μ rises, so they add.

Integrate by parts. The boundary term contains E[f(E − μ) + f(E + μ)], which vanishes at E = 0 because of the factor E, and at infinity because f falls exponentially. What remains is

d(n − p)/dμ = D∫₀^∞ [f(E − μ) + f(E + μ)] dE.

To do the first integral, multiply the numerator and denominator of f by e^{−(E−μ)/k_BT}. This shows that

f(E − μ) = −k_BT d/dE ln[1 + e^{−(E−μ)/k_BT}].

The logarithm is zero at infinity, so

∫₀^∞ f(E − μ) dE = k_BT ln(1 + e^{μ/k_BT}).

The second integral follows by changing the sign of μ. Write x = μ/k_BT. The sum of the two logarithms is the logarithm of the product

(1 + e^x)(1 + e^{−x}) = 2 + e^x + e^{−x} = 2 + 2cosh x.

Since cosh is even, x may be replaced by eU/k_BT, and

C_q = [2e²k_BT/(π(ħv)²)] ln[2 + 2cosh(eU/k_BT)].

At neutrality cosh 0 = 1, the argument of the logarithm is 4, and

C_q = 2e²k_BT ln 4/(π(ħv)²).

This answers part (a): within the model, the neutral capacitance is proportional to the absolute temperature. The factor ln 4 is 2 ln 2, one ln 2 from the electrons and one from the holes. Counting electrons alone would lose half the capacitance.

There is a direct way to read the result. At μ = 0 the average of |E| with the weight −∂f/∂E is k_BT ln 4. The neutral warm sheet therefore has the same quantum capacitance as a cold sheet whose chemical potential lies k_BT ln 4 away from the Dirac point.

When the tempting formula is good

Take out the larger exponential from the product above:

2 + 2cosh x = e^{|x|}(1 + e^{−|x|})².

The capacitance then becomes

C_q = e²D[|eU| + 2k_BT ln(1 + e^{−|eU|/k_BT})].

The first term is the tempting formula. The second is what it leaves out, and it is exponentially small once |eU| is several k_BT. The tempting formula is thus the cold or strongly charged limit, and neutrality is where its relative error is greatest.

Near neutrality, cosh x ≈ 1 + x²/2, so 2 + 2cosh x ≈ 4(1 + x²/4) and

ln(2 + 2cosh x) ≈ ln 4 + x²/4.

The capacitance has a rounded minimum at U = 0. The sharp corner of the cold formula has been smoothed over a voltage range of order k_BT/e.

Numbers at 300 K

For the given velocity, ħv = 0.6582 eV nm, and

D = 2/(π × 0.6582²) = 1.469 eV⁻² nm⁻².

The thermal energy is k_BT = 25.85 meV, so k_BT ln 4 = 25.85 × 1.3863 = 35.84 meV. The increase of the net electron density n − p per unit of chemical potential is

Dk_BT ln 4 = 1.469 × 0.03584 = 0.05266 eV⁻¹ nm⁻².

One elementary charge per volt and per square nanometre is 16.02 μF/cm². Hence

C_q = 16.02 × 0.05266 = 0.844 μF/cm².

This is the answer to part (b), about 0.8 μF/cm². The attempted repair with E = k_BT would give 0.844/1.386 = 0.61 μF/cm², which is 28% below the correct value.

With v held fixed, the capacitance is 0.422 μF/cm² at 150 K and 1.69 μF/cm² at 600 K. Its slope is 2.81 nF/(cm² K).

At 300 K and U = 10 mV the full formula gives 0.866 μF/cm², 2.7% above the minimum. The tempting formula gives 0.235 μF/cm² there. At U = 100 mV the full formula gives 2.38 μF/cm² and the tempting one 2.35 μF/cm², so the error has fallen to about 1%.

The whole electrode

The potentiostat does not control U by itself. Charging the sheet also changes its electrostatic potential relative to the electrolyte, by σ/C_H if the interface is a linear capacitor. The applied potential V, measured from the neutral point, is the sum

V = U + σ/C_H.

Differentiate with respect to σ. Since dU/dσ = 1/C_q, the total capacitance C = dσ/dV obeys

1/C = 1/C_q + 1/C_H.

With the values above,

1/C = 1/0.844 + 1/20 = 1.185 + 0.050 = 1.235 cm²/μF,

so C = 0.810 μF/cm². Since C_H is only roughly known, the answer to part (c) is about 0.8 μF/cm². The smaller capacitance governs the series pair. The fraction of a small applied voltage that appears as U is dU/dV = C/C_q = 0.810/0.844, or 96%. For this electrode near neutrality, most of the applied voltage moves the chemical potential through the bands, and little of it falls across the interface.

What a constant-potential calculation must resolve

A supercell or band calculation replaces the integral over k by a sum over a mesh. At neutrality this is a delicate sum, as a lattice model shows. Take the honeycomb lattice with bond length b = 0.142 nm (a rough value for graphene), lattice constant a = √3 b, and hopping energy t between nearest neighbours. Its bands are

E = ±t|1 + e^{iu} + e^{iw}|, u = k·a₁, w = k·a₂,

where k is now measured from the zone centre, and a₁ and a₂ are lattice vectors of length a at 60° to each other. The three terms cancel at u = 2π/3, w = 4π/3, which is a Dirac point. The other one has u and w exchanged.

For small departures δu and δw from the Dirac point, the sum in the modulus becomes i(e^{2πi/3}δu + e^{4πi/3}δw). Its squared modulus is δu² + δw² − δuδw, because 2cos(2π/3) = −1. For a displacement q we have δu = aq_x and δw = a(q_x/2 + √3q_y/2). Inserting these, the terms in q_xq_y cancel and the rest is 3a²|q|²/4. The slope of the cone is therefore

ħv = √3ta/2 = 3tb/2.

The chosen velocity requires t = 2 × 0.6582/(3 × 0.142) = 3.09 eV.

With N × N mesh points and cell area A = √3a²/2 = 0.0524 nm², the neutral capacitance is

C_q = [2e²/(N²A)] Σ_k Σ_± (−∂f/∂E),

where the 2 is for spin. Both valleys are already in the sum over k. At 300 K, on meshes that include the zone centre, the sum gives:

N = 60: 6.57 μF/cm²
N = 61: 0.058 μF/cm²
N = 300: 0.850 μF/cm²
N = 600: 0.844 μF/cm²
N = 1200: 0.844 μF/cm²

The first two meshes are almost equally dense, yet their results differ by a factor above one hundred. The reason is the position of the Dirac points. Because 60 is divisible by 3, the 60 × 60 mesh contains both Dirac points. Neighbouring mesh points are 4π/(3bN) apart in k, so in the cone approximation the points next to a Dirac point lie at |E| = 4πħv/(3bN) = 0.32 eV, more than twelve times k_BT, and contribute almost nothing. At the Dirac points themselves −∂f/∂E = 1/(4k_BT) in each of the two bands, so these two points alone contribute

2e²/(N²A) × 2 × 2/(4k_BT) = 2e²/(N²Ak_BT) = 6.57 μF/cm².

That is the whole sum to the digits shown. The 61 × 61 mesh misses the Dirac points. Its nearest points lie at |E| = 0.186 eV (0.184 eV in the cone approximation), some seven times k_BT, where −∂f/∂E is very small. One mesh overstates the neutral capacitance nearly eightfold, and the other understates it by a factor of about fourteen.

From N = 600 to N = 1200 the result changes by about one part in a million. The converged lattice value exceeds that of the straight cones by 0.018% at 300 K and by 0.073% at 600 K, so within this lattice model the curvature of the bands is unimportant here.

Raising the electronic temperature to make a coarse mesh converge is no cure, since it changes the quantity sought. With a Fermi–Dirac width of 0.1 eV in place of 25.85 meV, the cone formula gives 0.844 × 100/25.85 = 3.3 μF/cm². That is the capacitance of a much hotter sheet.

Beside a real electrode

The velocity 10⁶ m/s is a rough typical value for graphene, and 20 μF/cm² is a rough value for an aqueous electrolyte interface, which varies with the electrolyte and the surface. Real sheets are also not perfectly uniform. Charged impurities shift the Dirac energy from place to place, so a sheet that is neutral on average consists of electron-rich and hole-rich puddles. To estimate the effect, suppose that the puddles are wide enough for the formula to hold locally, and average C_q over a Gaussian spread of Dirac energies centred on neutrality. Numerical integration at 300 K gives 0.849 μF/cm² for a spread (standard deviation) of 5 meV, a rough figure for a clean, flat substrate. For 50 meV, a rough figure for an oxide, it gives 1.28 μF/cm², about half as much again as the ideal value.

Puddles also spoil the proportionality to T. With the 50 meV spread held fixed, going from 300 K to 600 K multiplies the averaged capacitance by 1.53 instead of 2. As T → 0 each patch follows the cold formula e²D|μ|. The mean of |μ| for a Gaussian of standard deviation s is s√(2/π), so the average tends to e²Ds√(2/π) = 0.94 μF/cm² and not to zero. A neutral-point capacitance that levels off on cooling is therefore compatible with ideal cones in a non-uniform sheet.

The velocity matters through its inverse square. If interactions or the substrate changed v by 10%, the ideal result at 300 K would become 1.04 μF/cm² for the lower velocity and 0.70 μF/cm² for the higher one. A velocity that itself varied with temperature would break the linear law. So would a gap: if it were much wider than k_BT, then with μ at mid-gap the weight −∂f/∂E would be exponentially small at every allowed energy, and the neutral capacitance would be exponentially small as well.
